# Dissolution time of a buried interstitial reservoir above a surface sink

## Result

A thin layer of interstitial clusters lies at depth $R$ below a surface that absorbs every interstitial reaching it. The layer stores an excess dose $Q$ (interstitials per area) and keeps the dissolved excess concentration beside it at a fixed value $C$ until it is used up. With interstitial diffusivity $D$, the layer is exhausted at a time $t_d$ close to

$$
\tau=\frac{QR}{DC}.
$$

This simple law is a leading-order result. Its small parameter is

$$
\varepsilon=\frac{CR}{Q},
$$

which compares the amount that can be dissolved between layer and surface with the amount stored. In a host that extends far below the layer,

$$
\frac{t_d}{\tau}=1-2\sqrt{\frac{\varepsilon}{\pi}}+\left(\frac{2}{\pi}-\frac13\right)\varepsilon+O(\varepsilon^{3/2}),
$$

and $t_d<\tau$ for every $\varepsilon$. The layer empties early because it must also fill the host on both sides of it. For small $\varepsilon$ the host beneath takes nearly all of this extra amount.

## The model and its conventions

Depth $x$ is measured from the surface into the host, which fills $x>0$. The symbol $c(x,t)$ denotes the interstitial concentration minus its equilibrium value at the surface. A uniform equilibrium background satisfies the diffusion equation by itself, so by linearity it can be subtracted. The assumptions are these.

- The surface is a perfect sink: $c(0,t)=0$.
- The reservoir is much thinner than $R$ and is treated as a plane.
- While any of it is left, $c(R,t)=C$, with $C$ constant. Physically, exchange between clusters and dissolved interstitials is fast enough to maintain local equilibrium, and this equilibrium does not shift as the clusters shrink.
- $D$ is constant, and the host contains no other traps and no vacancies that remove interstitials.
- At $t=0$ the host is free of excess: $c(x,0)=0$.

The concentration $C$ is that of mobile interstitials next to the clusters. It is not the density of atoms stored in them. If the layer has thickness $w$, the stored density is $Q/w$, and putting this in place of $C$ would give a time $Rw/D$. For $w\ll R$ that is shorter than the time $R^2/D$ needed to diffuse to the surface at all.

Away from the reservoir the excess obeys

$$
\frac{\partial c}{\partial t}=D\frac{\partial^2c}{\partial x^2}.
$$

At the reservoir the slope of $c$ jumps. The flux in the direction of increasing $x$ is $-D\,\partial c/\partial x$. The layer therefore sends $D\,c_x(R^-)$ towards the surface and $-D\,c_x(R^+)$ into the depth, where a subscript $x$ means a derivative. Its release rate per area is the sum,

$$
r(t)=D\left[c_x(R^-,t)-c_x(R^+,t)\right],\qquad \int_0^{t_d}r\,dt=Q .
$$

The second relation defines $t_d$.

## The linear-profile estimate

Suppose that the profile between surface and reservoir has settled to the steady solution. A steady profile has $c_{xx}=0$, and the values $0$ at $x=0$ and $C$ at $x=R$ give $c=Cx/R$. The flux to the surface is then

$$
J=\frac{DC}{R}.
$$

If this were the only drain on the reservoir from the start, the dose would last for $Q/J=QR/(DC)=\tau$.

Two things have been neglected: the interstitials needed to build up the linear profile, and those that move deeper than $R$. An exact balance shows what they do to the time.

## An exact balance and an upper bound

Weight the concentration with

$$
\varphi(x)=\min(x,R),
$$

which rises linearly to the reservoir and is constant below it. Multiply the diffusion equation by $\varphi$ and integrate over both regions. On the near side, integration by parts gives

$$
\int_0^R x\,c_{xx}\,dx=\left[x\,c_x\right]_0^{R^-}-\int_0^R c_x\,dx
=R\,c_x(R^-)-c(R,t),
$$

where $c(0,t)=0$ was used. On the deep side the slope vanishes at infinity, so

$$
\int_R^\infty R\,c_{xx}\,dx=-R\,c_x(R^+).
$$

Adding the two and multiplying by $D$, the slopes combine into the release rate:

$$
\frac{d}{dt}\int_0^\infty\varphi\,c\,dx=R\,r(t)-D\,c(R,t).
$$

Now integrate from $0$ to $t_d$. The integral on the left starts from zero, the release integrates to $Q$, and $c(R,t)=C$ throughout:

$$
\int_0^\infty\varphi(x)\,c(x,t_d)\,dx=RQ-DC\,t_d .
$$

Solving for the time,

$$
t_d=\tau-\frac{1}{DC}\int_0^\infty\min(x,R)\,c(x,t_d)\,dx .
$$

The integrand is positive, so $t_d<\tau$ whatever the value of $\varepsilon$. The shortfall is fixed by the interstitials still dissolved in the host when the reservoir runs out, each weighted by its depth up to $R$. To find its size, the two sides are treated separately. While $c(R,t)$ is held at $C$ they do not influence each other.

## Release towards the surface

Let $N_{\rm up}(t)$ be the amount per area released towards the surface up to time $t$. Its rate is $D\,c_x(R^-)$. The near-side integration by parts alone gives

$$
\frac{d}{dt}\int_0^R x\,c\,dx=R\,\frac{dN_{\rm up}}{dt}-DC,
$$

and therefore

$$
N_{\rm up}(t)=\frac{DC\,t}{R}+\frac1R\int_0^R x\,c\,dx .
$$

For the settled profile $c=Cx/R$ the last term is $(C/R^2)(R^3/3)=CR/3$. With the dimensionless time $\theta=Dt/R^2$,

$$
N_{\rm up}=CR\left(\theta+\frac13\right).
$$

The settled profile contains $CR/2$. The amount that has crossed the surface is thus $CR(\theta-1/6)$. The filling adds $CR/2$ to the release, while the delay in arrival lowers the amount lost at the surface by $CR/6$. The difference is the $CR/3$ found above.

To see when the profile may be called settled, write $c=Cx/R+v$. The deviation $v$ vanishes at both ends and starts as $-Cx/R$, so

$$
v=\sum_{n=1}^\infty b_n\sin\frac{n\pi x}{R}\,e^{-n^2\pi^2\theta}.
$$

With $\int_0^R x\sin(n\pi x/R)\,dx=-(-1)^nR^2/(n\pi)$, the coefficients are

$$
b_n=-\frac2R\,\frac CR\int_0^R x\sin\frac{n\pi x}{R}\,dx=\frac{2C(-1)^n}{n\pi}.
$$

The same integral gives the contribution of $v$ to the release:

$$
\frac1R\int_0^R x\,v\,dx=-\frac{2CR}{\pi^2}\sum_{n=1}^\infty\frac{e^{-n^2\pi^2\theta}}{n^2}.
$$

At $\theta=1$ this is about $-10^{-5}\,CR$, so it can be dropped from then on. At $\theta=0.3$ it is still visible: the settled formula gives $N_{\rm up}/(CR)=0.6333$, the formula with the remainder gives $0.6228$, and a finite-volume simulation gives $0.6229$.

## Release into the depth

Below the reservoir, set $\eta=(x-R)/(2\sqrt{Dt})$ and try $c=Cf(\eta)$. The two sides of the diffusion equation become

$$
\frac{\partial c}{\partial t}=-\frac{C\eta f'}{2t},\qquad
D\frac{\partial^2c}{\partial x^2}=\frac{Cf''}{4t},
$$

so $f''=-2\eta f'$ and $f'\propto e^{-\eta^2}$. The conditions $f(0)=1$ and $f(\infty)=0$ select $f=\operatorname{erfc}\eta$, whose slope at $\eta=0$ is $-2/\sqrt\pi$. The flux into the depth is

$$
-D\,c_x(R^+)=DC\,\frac{2}{\sqrt\pi}\,\frac{1}{2\sqrt{Dt}}=C\sqrt{\frac{D}{\pi t}},
$$

and its time integral is

$$
N_{\rm down}(t)=2C\sqrt{\frac{Dt}{\pi}}=2CR\sqrt{\frac{\theta}{\pi}} .
$$

This flux keeps falling with time, while the flux to the surface becomes constant once the near-side profile has settled. The surface therefore takes most of the dose if the reservoir lasts long enough.

## The exhaustion time

The reservoir is empty when $N_{\rm up}+N_{\rm down}=Q$. Division by $CR$ gives

$$
\theta+2\sqrt{\frac{\theta}{\pi}}+\frac13=\frac1\varepsilon .
$$

This is quadratic in $\sqrt\theta$. Completing the square,

$$
\left(\sqrt\theta+\frac1{\sqrt\pi}\right)^2=B^2,\qquad B^2=\frac1\varepsilon+\frac1\pi-\frac13 ,
$$

and the positive root is $\sqrt\theta=B-1/\sqrt\pi$. Since $Q=CR/\varepsilon$, the simple time is $\tau=R^2/(D\varepsilon)$, while $t_d=\theta R^2/D$. Hence

$$
\frac{t_d}{\tau}=\varepsilon\theta=\varepsilon\left(B-\frac1{\sqrt\pi}\right)^2 .
$$

The near side was taken as settled, which requires $\theta\gtrsim1$. Putting $\theta=1$ into the quadratic gives $1/\varepsilon\approx2.46$, so the formula serves for $\varepsilon\lesssim0.4$.

For small $\varepsilon$, expand the square:

$$
\varepsilon\theta=1+\left(\frac2\pi-\frac13\right)\varepsilon-\frac{2}{\sqrt\pi}\,\varepsilon B .
$$

Here $\varepsilon B=\sqrt\varepsilon\,\sqrt{1+\varepsilon(1/\pi-1/3)}=\sqrt\varepsilon+O(\varepsilon^{3/2})$, which yields the expansion stated at the beginning. The term $-2\sqrt{\varepsilon/\pi}$ comes from the deep side. Filling the near side contributes only $-\varepsilon/3$.

The approach to the simple law is consequently slow. The formula gives $t_d/\tau=0.674$ at $\varepsilon=10^{-1}$, $0.890$ at $10^{-2}$, $0.965$ at $10^{-3}$ and $0.989$ at $10^{-4}$. The simulated ratios agree with these to the digits shown.

## Other cases

**A host of finite depth.** Let a reflecting boundary lie a distance $L$ below the reservoir, and let the dose last much longer than both $L^2/D$ and $R^2/D$. The deep side then fills to the uniform value $C$ and holds $CL$, after which it takes nothing more. The balance $CR(\theta+1/3)+CL=Q$ gives

$$
\frac{t_d}{\tau}=1-\frac\varepsilon3-\frac{CL}{Q}.
$$

With the barrier directly below the reservoir, $L=0$, the correction is $\varepsilon/3$ and the square root is absent.

**A small dose.** If $\varepsilon\gg1$, the reservoir is spent before its interstitials reach the surface. Both sides then behave like the deep side, and $4C\sqrt{Dt_d/\pi}=Q$ gives

$$
t_d=\frac{\pi Q^2}{16DC^2},\qquad \frac{t_d}{\tau}=\frac{\pi}{16\,\varepsilon}.
$$

The depth $R$ has dropped out of $t_d$. Treating the layer as a plane now requires its thickness to be small compared with $Q/C$, which sets the scale of $\sqrt{Dt_d}$, and not only compared with $R$. The simple law fails badly here, although it remains an upper bound.

**An imperfect sink.** Let the surface absorb at the rate $k\,c(0,t)$ with a finite velocity $k$. In the steady state the same flux passes through host and surface, $J=D[C-c(0)]/R=k\,c(0)$. Eliminating $c(0)=J/k$ gives $J=C/(R/D+1/k)$, and the leading-order time becomes

$$
\frac QJ=\frac QC\left(\frac RD+\frac1k\right).
$$

This is the steady result for a surface at the effective distance $R+D/k$, so it requires $C(R+D/k)/Q$ to be small, in place of $\varepsilon$. The surface counts as perfect when $k\gg D/R$. In the opposite case it limits the rate, and the time is no longer proportional to depth.

## The time-integrated excess

After exhaustion, the interstitials left in the host continue to diffuse. One that starts at depth $x_0$ is still present after a further time $s$ with probability $\operatorname{erf}\left(x_0/(2\sqrt{Ds})\right)$. This tends to zero, so all of them eventually reach the surface.

Repeat the exact balance with the weight $\min(x',x)$, where $x'$ is the integration variable and $x$ a chosen depth. The kink now lies at $x$, and the source at $R$ carries the weight $\min(R,x)$:

$$
\frac{d}{dt}\int_0^\infty\min(x',x)\,c(x',t)\,dx'=\min(x,R)\,r(t)-D\,c(x,t).
$$

Integrate over all times. The weighted content is zero at the start and tends to zero at the end, so

$$
\int_0^\infty c(x,t)\,dt=\frac{Q\min(x,R)}{D}.
$$

Nothing was assumed here about how $r(t)$ varies, only that it delivers the dose $Q$ in a finite time. A slow release at low concentration and a sudden one give the same integral. Suppose a dopant's extra diffusivity is proportional to $c$. Then its time integral at a given depth depends on the dose, the depth and $D$, but not on $C$. For small $\varepsilon$ and given $Q$, $R$ and $D$, the concentration $C$ sets the exhaustion time $t_d\approx\tau$. Most of the enhancement falls within this time at depths down to the reservoir, and also below it as long as the distance from the reservoir is small compared with $\sqrt{Dt_d}$. Much deeper, most of it comes after the clusters have vanished.

For the held reservoir, the integral at $x=R$ up to exhaustion is $Ct_d$. The remainder,

$$
\frac{QR}{D}-Ct_d=C(\tau-t_d),
$$

accumulates afterwards. The enhancement therefore does not stop at the moment the clusters vanish.

## Worked example

Take round model parameters, with nanometres and seconds as natural units: $Q=1\ \mathrm{nm^{-2}}$, $R=100\ \mathrm{nm}$, $D=10^5\ \mathrm{nm^2/s}$ and $C=10^{-5}\ \mathrm{nm^{-3}}$. The linear profile carries the flux

$$
J=\frac{10^5\times10^{-5}}{100}\ \mathrm{nm^{-2}\,s^{-1}}=0.01\ \mathrm{nm^{-2}\,s^{-1}},
$$

so the simple time is

$$
\tau=\frac{1}{0.01}\ \mathrm s=100\ \mathrm s\quad(1.667\ \mathrm{min}).
$$

The settling scale is $R^2/D=0.1\ \mathrm s$, a thousandth of $\tau$. This is the same statement as $\varepsilon=10^{-5}\times100/1=10^{-3}$.

The corrected formula gives $t_d=96.5\ \mathrm s$ ($1.608$ min), or $\theta=964.62$. Inserting this into the exhaustion condition shows where the dose went:

$$
964.62+2\sqrt{\frac{964.62}{\pi}}+\frac13\approx964.62+35.05+0.33=1000.00=\frac1\varepsilon .
$$

In units of dose, $0.965\ \mathrm{nm^{-2}}$ was released towards the surface and $0.035\ \mathrm{nm^{-2}}$ into the depth. The reservoir runs out $3.5\ \mathrm s$ before the simple estimate. Nearly all of this is due to the deep side: its share is $35.05\times0.1\ \mathrm s\approx3.5\ \mathrm s$, while filling the near side accounts for $0.1/3\approx0.03\ \mathrm s$.

The time-integrated excess at the reservoir is $QR/D=10^{-3}\ \mathrm{s\,nm^{-3}}$, of which $3.5$ percent accumulates after exhaustion. A sudden release of the same dose gives the same integral at $R$ and at $3R$, and $0.4$ of it at $0.4R$, as $\min(x,R)$ requires.

The numerical output compares these formulas with a finite-volume simulation of the same model. The agreement tests the mathematics. Whether clusters in a given material hold $C$ constant as they shrink is a separate physical question, and the simple law depends on the answer.

## Computed results

```
excess dose Q = 1.0 nm^-2
reservoir depth R = 100 nm
diffusivity D = 1.0e+05 nm^2/s
held excess concentration C = 1.0e-05 nm^-3
settling scale R^2/D = 0.100 s
linear-profile flux D C/R = 0.0100 nm^-2 s^-1
simulated surface flux at exhaustion = 0.0100 nm^-2 s^-1
simple time tau = 100.00 s = 1.667 min
eps = C R/Q = 1.0e-03 (no unit)
exhaustion time, formula = 96.46 s = 1.608 min
exhaustion time, simulation = 96.46 s
theta at exhaustion, simulation = 964.6 (no unit)
released towards surface, simulation = 0.96495 nm^-2
released towards surface, formula = 0.96495 nm^-2
released into depth, simulation = 0.03505 nm^-2
released into depth, formula = 0.03505 nm^-2
tau minus simulated time = 3.538 s
shortfall from weighted content = 3.538 s
time-integrated excess at R, Q R/D = 1.0000e-03 s nm^-3
same, simulation = 1.0000e-03 s nm^-3
part after exhaustion = 3.54 percent
sudden release, integral at 0.4 R = 4.0000e-04 s nm^-3
sudden release, integral at 1.0 R = 1.0000e-03 s nm^-3
sudden release, integral at 3.0 R = 1.0000e-03 s nm^-3
early check at theta = 0.3, release/(C R):
  simulation = 0.6229, settled formula = 0.6333
  settled formula plus remainder = 0.6228
t_d/tau (no unit): eps, simulation, formula, expansion
  1e-01  0.67375  0.67377  0.67350
  1e-02  0.89020  0.89020  0.89019
  1e-03  0.96462  0.96462  0.96462
  1e-04  0.98875  0.98875  0.98875
```
